# Ewald summation of the point-ion field gradient in hcp lattices

## The decision that depends on this sum

A point-ion estimate of the nuclear quadrupole splitting in an hcp metal needs the electric field gradient that the surrounding ions produce at a nucleus. Two shortcuts suggest themselves: add up the ions in a large cluster, or set the lattice term to zero when \(c/a\) has the ideal value \(\sqrt{8/3}\). The first gives a result that depends on the shape of the cluster, however large it is. The second replaces a small positive number by zero. An Ewald sum costs a few hundred terms and avoids both errors.

## Model and conventions

Equal point charges \(q=Ze\) sit on the hcp sites in a uniform background that makes the crystal neutral. The field gradient at an ion is the second derivative of the potential of everything except that ion, with its isotropic part removed:

\[
V_{ij}=\frac{q}{4\pi\varepsilon_0a^3}\,S_{ij},\qquad \sum_i S_{ii}=0 .
\]

The isotropic part is removed because it does not couple to the nuclear quadrupole moment. All lengths below are in units of the hexagonal edge \(a\), and a unit charge has potential \(1/r\). The \(z\) axis lies along \(c\), \(\gamma=c/a\), the cell volume is \(\Omega=\sqrt3\,\gamma/2\), and the ion density is \(n=2/\Omega\).

The threefold axis through each ion fixes the form of the tensor. The pair \((S_{xz},S_{yz})\) rotates like a vector in the plane, so invariance under a 120° turn makes it zero. The in-plane block must be a multiple of the identity. With zero trace, \(S_{xx}=S_{yy}=-S_{zz}/2\), and one number remains. The two ions of the cell are exchanged by inversion through their midpoint, which leaves second derivatives unchanged, so both have the same tensor.

## Derivation of the Ewald sum

For a radial function \(f(r)\), \(\partial_if=f'x_i/r\), and a second derivative gives

\[
\partial_i\partial_jf=f''\frac{x_ix_j}{r^2}+f'\left(\frac{\delta_{ij}}{r}-\frac{x_ix_j}{r^3}\right).
\]

The trace is \(f''+2f'/r\). Subtracting \(\delta_{ij}/3\) times the trace leaves

\[
\left(f''-\frac{f'}{r}\right)\left(\frac{x_ix_j}{r^2}-\frac{\delta_{ij}}{3}\right). \tag{1}
\]

For \(f=1/r\) the first bracket is \(3/r^3\), so one ion contributes to \(S_{zz}\)

\[
T(\mathbf r)=\frac{3\cos^2\theta-1}{r^3}.
\]

This falls off as \(r^{-3}\) while the number of ions in a shell grows as \(r^2\), so the lattice sum is not absolutely convergent. Split the potential as

\[
\frac1r=\frac{\operatorname{erfc}(\alpha r)}{r}+\frac{\operatorname{erf}(\alpha r)}{r}.
\]

**Short-range part.** Write \(E=(2\alpha/\sqrt\pi)\,e^{-\alpha^2r^2}\), so that \(\frac{d}{dr}\operatorname{erfc}(\alpha r)=-E\) and \(E'=-2\alpha^2rE\). Then

\[
f'=-\frac{\operatorname{erfc}(\alpha r)}{r^2}-\frac Er,\qquad
f''=\frac{2\operatorname{erfc}(\alpha r)}{r^3}+\frac{2E}{r^2}+2\alpha^2E,
\]

and the bracket in (1) becomes

\[
B(r)=\frac{3\operatorname{erfc}(\alpha r)}{r^3}+E\left(\frac3{r^2}+2\alpha^2\right). \tag{2}
\]

**Smooth part.** The function \(\operatorname{erf}(\alpha r)/r\) is the potential of the unit Gaussian charge \((\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}\). To verify this, its radial field times \(r^2\) is \(\operatorname{erf}(\alpha r)-rE\), whose derivative \(2\alpha^2r^2E\) equals \(4\pi r^2\) times the Gaussian density. The Fourier transform of the Gaussian is \(e^{-G^2/4\alpha^2}\), and Poisson's equation multiplies it by \(4\pi/G^2\). Two derivatives bring down \(-G_iG_j\). The traceless second derivative therefore has the transform

\[
-4\pi\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right)e^{-G^2/4\alpha^2}. \tag{3}
\]

Summing over the lattice turns this transform into a sum over reciprocal vectors, divided by \(\Omega\). Vectors \(\mathbf G\) and \(-\mathbf G\) combine the phases of the site positions \(\boldsymbol\tau_s\), measured from the chosen ion, into cosines. The uniform background has only a \(\mathbf G=0\) component and cancels that of the ions, so this term is absent.

The reciprocal sum includes the smooth potential of the chosen ion itself, which has to be taken out. Near the origin \(\operatorname{erf}(\alpha r)/r=(2\alpha/\sqrt\pi)(1-\alpha^2r^2/3+\dots)\). Its second derivative is proportional to \(\delta_{ij}\), so its traceless part is zero and no self-correction is needed. The result is

\[
S_{ij}=\sum_{\mathbf r\ne0}B(r)\left(\frac{x_ix_j}{r^2}-\frac{\delta_{ij}}3\right)
-\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right)e^{-G^2/4\alpha^2}\sum_s\cos(\mathbf G\cdot\boldsymbol\tau_s). \tag{4}
\]

## Pseudocode and cost

```
input: cell vectors a_i, site positions tau_s (chosen ion at 0), p
Omega = |det(a)|;  alpha = sqrt(pi) / Omega^(1/3)
r_cut = p / alpha;  G_cut = 2 p alpha
b_i = reciprocal vectors with a_i . b_j = 2 pi delta_ij
S = 0 (3x3)
for every site s and cell with 0 < r < r_cut:
    S += B(r) * (x x^T / r^2 - I/3)
for every reciprocal vector with 0 < G < G_cut:
    F = sum over s of cos(G . tau_s)
    S -= 4 pi/Omega * exp(-G^2/(4 alpha^2)) * F * (G G^T / G^2 - I/3)
return S
```

To enumerate the vectors safely, use \(\mathbf G\cdot\mathbf a_i=2\pi h_i\), which bounds the reciprocal indices by \(|h_i|\le G_{\rm cut}|\mathbf a_i|/2\pi\). In the same way, cell indices are bounded by \(r_{\rm cut}|\mathbf b_i|/2\pi\), plus one to allow for the site offset.

At both cutoffs the damping factor is \(e^{-p^2}\). With \(s\) sites per cell, the real sum has \(\frac{4\pi}3\frac s\Omega\frac{p^3}{\alpha^3}\) terms. The reciprocal sum has \(\frac{4\pi}{3}\frac{\Omega}{(2\pi)^3}(2p\alpha)^3\) vectors with \(s\) cosines each. Equating the two counts gives \(\alpha^6=\pi^3/\Omega^2\), the choice in the pseudocode. For ideal hcp, \(\Omega=\sqrt2\) and \(\alpha\approx1.58\). With \(p=6\), where \(e^{-36}\approx2\times10^{-16}\), these volume estimates give about 325 terms for each sum; the actual counts are 310 real-space terms and 292 reciprocal cosines.

## Why a direct sum depends on shape

Let \(w(\mathbf r)\) be a cutoff function that equals 1 around the chosen ion and falls smoothly to zero at a distance that will be made large. Consider the bare sum \(\sum_{\mathbf r\ne0}w\,T\) over ions alone, and split \(T\) into its short-range and smooth parts. The short-range part converges to the first sum in (4). The smooth part vanishes at the origin, so the chosen ion may be included, and the sum can be written over reciprocal vectors. For \(\mathbf G\neq0\) the terms tend to those of (4), because the transform of a wide, smooth \(w\) is concentrated near zero wave vector. The term \(\mathbf G=0\) is \(n\) times the integral of \(w\) times the smooth part. The short-range part could be added to this integrand without effect, since it matters only where \(w=1\), and there its angular average is zero. Hence

\[
\sum_{\mathbf r\ne0}w\,T\;\longrightarrow\;S_{zz}+D,\qquad D=n\int w\,T\,d^3r , \tag{5}
\]

where the angular integral is done first near the origin. \(D\) is the field gradient of a uniformly charged body. In a neutral crystal the background fills the same body with the opposite charge and contributes \(-D\). The shape dependence is thus a property of the incomplete sum and not of the neutral crystal.

For a body with surface \(R(u)\), \(u=\cos\theta\), the radial integral of \(1/r\) gives \(\ln R(u)\) minus a constant. The constant drops out because \(\int_{-1}^1(3u^2-1)\,du=0\):

\[
D=2\pi n\int_{-1}^{1}(3u^2-1)\ln R(u)\,du .
\]

Scaling the body adds a constant to \(\ln R\), so \(D\) does not depend on size. A smooth cutoff that is a mixture of similar bodies has the same \(D\) as each of them.

Take a spheroid with semi-axis \(A\) across and \(C\) along \(z\), and let \(\kappa=A^2/C^2-1\). Then \(R^{-2}=(1+\kappa u^2)/A^2\) and \(\ln R=\ln A-\frac12\ln(1+\kappa u^2)\). Integrate by parts with \(3u^2-1=\frac{d}{du}(u^3-u)\), which vanishes at both ends:

\[
D=\pi n\int_{-1}^{1}(u^3-u)\frac{2\kappa u}{1+\kappa u^2}\,du
=-2\pi n\int_{-1}^{1}(1-u^2)\left[1-\frac1{1+\kappa u^2}\right]du .
\]

Use \(\int_{-1}^1(1-u^2)\,du=4/3\) and the identity

\[
\frac{1-u^2}{1+\kappa u^2}=-\frac1\kappa+\frac{1+1/\kappa}{1+\kappa u^2}.
\]

With \(J=\int_{-1}^1du/(1+\kappa u^2)=2\arctan(\sqrt\kappa)/\sqrt\kappa\), this gives

\[
D=2\pi n\left[-\frac43-\frac2\kappa+\left(1+\frac1\kappa\right)J\right]
=-4\pi n\left(N_z-\frac13\right),\quad
N_z=\frac{1+\kappa}{\kappa}\left(1-\frac J2\right). \tag{6}
\]

\(N_z\) is the depolarization factor. For \(\kappa<0\), \(J=2\operatorname{artanh}(\sqrt{-\kappa})/\sqrt{-\kappa}\). A sphere has \(N_z=1/3\) and \(D=0\). A flat disc has \(N_z\to1\) and \(D\to-8\pi n/3\). A long needle has \(N_z\to0\) and \(D\to+4\pi n/3\).

At the ideal ratio, bare sums with a smooth cutoff gave:

| \(A,\,C\) | \(N_z\) | bare sum | \(D\) |
|---|---|---|---|
| 30, 30 | 0.3333 | 0.00676 | 0 |
| 60, 20 | 0.6354 | −5.36123 | −5.36799 |
| 60, 15 | 0.7036 | −6.57418 | −6.58094 |
| 20, 60 | 0.1087 | 3.99867 | 3.99191 |

In each row the bare sum minus \(D\) is 0.00676, the Ewald value. For the flattest body in the table the shape term exceeds the wanted quantity by a factor of nearly a thousand, and in the disc limit the factor is \(11.85/0.00676\approx1750\).

## An independent evaluation by planes

The crystal can also be summed one infinite plane at a time. This provides a check on (4) and explains the value at the ideal ratio.

Consider a triangular sheet of unit charges with area \(A_c=\sqrt3/2\) per ion. Away from the sheet, the Fourier component of its potential with in-plane wave vector \(\mathbf g\) obeys \(\phi_g''=g^2\phi_g\), so \(\phi_g=k\,e^{-g|z|}\). The slope jumps by \(-4\pi/A_c\) across the sheet, hence \(-2gk=-4\pi/A_c\) and \(k=2\pi/(A_cg)\). The \(g=0\) component is linear in \(|z|\) and has no second derivative. A sheet at distance \(z\), displaced sideways by \(\boldsymbol\delta\), therefore contributes

\[
\frac{2\pi}{A_c}\sum_{\mathbf g\ne0}g\,e^{-g|z|}\cos(\mathbf g\cdot\boldsymbol\delta).
\]

Ions in the plane of the chosen ion have \(\cos\theta=0\) and give \(-\sum'\rho^{-3}\). Extending the planes to infinity before stacking them is the disc limit, so the bare result equals \(S_{zz}-8\pi n/3\). Solving for \(S_{zz}\), with planes at \(z=\pm m\gamma/2\),

\[
S_{zz}=\frac{8\pi n}3-{\sum_{\rho\neq0}}\frac1{\rho^3}
+2\sum_{m\ge1}\sum_{\mathbf g\ne0}\frac{2\pi}{A_c}\,g\,e^{-gm\gamma/2}\cos(\mathbf g\cdot\boldsymbol\delta_m). \tag{7}
\]

In hcp \(\boldsymbol\delta_m=0\) for even \(m\), and it points to a triangle centre for odd \(m\).

The in-plane sum can be done explicitly up to a radius \(\rho_c\) with the tail \(2\pi/(A_c\rho_c)\). It also has a closed form. A classical result of number theory states that \(6\sum_{d|N}\chi(d)\) points of the triangular lattice have \(\rho^2=N\), where \(\chi(d)=1,-1,0\) for \(d\equiv1,2,0\) modulo 3. Writing \(N=de\) separates the sum into two factors:

\[
\sum_{\rho\ne0}\frac1{\rho^{3}}=6\,\zeta(\tfrac32)\,3^{-3/2}\left[\zeta(\tfrac32,\tfrac13)-\zeta(\tfrac32,\tfrac23)\right]=11.034176 ,
\]

with the Hurwitz zeta function in the bracket. The explicit sum gives 11.03417. At the ideal ratio (7) reads

\[
S_{zz}=11.847688-11.034176-0.806751=0.006761 .
\]

The program asserts agreement between (4) and (7) to \(10^{-9}\) at five axial ratios.

## Why the ideal value is small but not zero

At \(\gamma=\sqrt{8/3}\), fcc has the same close-packed planes, plane spacing and density as hcp. Its ions have cubic symmetry, which makes every traceless symmetric tensor vanish. Subtracting the fcc version of (7) from the hcp version therefore leaves \(S_{zz}\) of hcp unchanged, while the density term, the in-plane sum and all planes with equal phases cancel.

The six shortest wave vectors have \(g_1=4\pi/\sqrt3\). For them the cosine is 1 for an undisplaced plane and \(-1/2\) for a plane displaced to either kind of triangle centre. The phases compare as follows:

- \(m=1\): both structures have displaced planes on each side, and there is no difference.
- \(m=2\): hcp has cosine 1 and fcc has \(-1/2\), a difference of \(+3/2\).
- \(m=3\): hcp has \(-1/2\) and fcc has 1, a difference of \(-3/2\).

Since \(2\pi/A_c=g_1\), the second planes give two sides times six vectors times \(3/2\), or \(18g_1^2=96\pi^2\). Their distance is \(\sqrt{8/3}\), and \(g_1\sqrt{8/3}=8\sqrt2\pi/3\). Including the third planes,

\[
S_{zz}\simeq96\pi^2e^{-8\sqrt2\pi/3}\left(1-e^{-4\sqrt2\pi/3}\right). \tag{8}
\]

Without the bracket, which holds the third-plane correction, (8) gives 0.006779. With it, (8) gives 0.0067612, against 0.0067613 from the Ewald sum. The value is positive because hcp repeats its lateral position in the second plane. It is small because the field of a plane's lateral structure decays exponentially with distance.

The neighbour shells do not show this smallness. Of the twelve nearest neighbours, six lie in the plane and contribute \(-1\) each. The other six have \(\cos^2\theta=2/3\) and contribute \(+1\) each. The second shell has \(\cos^2\theta=1/3\) and contributes zero. The third shell is two ions on the axis, which add \(2\times2/(8/3)^{3/2}=0.919\), and the fourth adds \(-1.925\). The final 0.0068 is what remains after such terms cancel.

## Sensitivity to the axial ratio

Differentiate (7) at fixed \(a\). The density term varies as \(1/\gamma\) and contributes \(-11.8477/1.63299=-7.255\). The exponentials contribute \(+2.826\), positive because the dominant nearest planes have negative cosines and weaken as they recede. The sum is

\[
\frac{dS_{zz}}{d\gamma}=-4.429 .
\]

The ideal value is thus offset by an increase in \(\gamma\) of about \(0.00676/4.429=0.00153\), and the computed zero lies at \(\gamma=1.63452\). Entering 1.63 in place of \(\sqrt{8/3}\) shifts \(S_{zz}\) by about \(+0.013\), which triples it. A study of the ideal lattice should use the square root.

## Worked example

Take the round model parameters \(Z=2\) and \(a=3\) Å. The unit is \(e/(4\pi\varepsilon_0a^3)=5.333\times10^{19}\ \mathrm{V/m^2}\). At the ideal ratio

\[
V_{zz}=2\times5.333\times10^{19}\times0.006761=7.21\times10^{17}\ \mathrm{V/m^2}.
\]

At \(c/a=1.60\), \(S_{zz}=0.1524\) and

\[
V_{zz}=2\times5.333\times10^{19}\times0.1524=1.63\times10^{19}\ \mathrm{V/m^2}.
\]

A 2% reduction of the axial ratio raises the gradient more than twentyfold. The linear estimate \(0.00676+4.429\times0.03299=0.1529\) is within 0.4% of the Ewald value. At the ideal ratio a bare disc-shaped sum would have given \(-1.26\times10^{21}\ \mathrm{V/m^2}\), and a needle-shaped one \(+6.33\times10^{20}\ \mathrm{V/m^2}\).

## Stability and failure modes

**Sharp cutoffs.** A sphere has \(D=0\), but ions enter a sharp sphere in whole shells. For radii from 8 to 10 the largest error of \(S_{zz}\) was 0.087, and from 24 to 30 it was still 0.009, more than the ideal value itself. If a direct sum is wanted as a check, use a smooth spherical cutoff and enlarge it until the sum no longer changes.

**Truncation.** Lowering \(\alpha\) at fixed \(r_{\rm cut}\) truncates the real sum, and raising it at fixed \(G_{\rm cut}\) truncates the reciprocal sum. Comparing several values of \(\alpha\) reveals this. For \(\alpha=1.5\), 2.0 and 2.5 the real part fell from 0.00394 to 0.000002 while the total stayed at 0.00676132.

**A spurious \(\mathbf G=0\) term.** The limit of (3) as \(\mathbf G\to0\) depends on direction. Along \(z\) it yields \(-8\pi n/3\), the disc term, and across \(z\) it yields \(+4\pi n/3\), the needle term. Neither depends on \(\alpha\), so varying \(\alpha\) cannot detect such an addition. Running the same code on fcc in a hexagonal cell can, since the answer there must be zero. The program asserts \(|S_{zz}|<10^{-10}\) for it.

**Limits of the model.** The sum describes rigid point ions in a uniform background. In a real metal the conduction electrons are not uniform, and the core electrons of the probed atom distort in the applied gradient. Both add terms that this sum does not contain. These terms can dominate, so the sign and size of the lattice term alone are no guide to the measured gradient, either near the ideal ratio, where it nearly vanishes, or far from it. At the axial ratios of zinc and cadmium (1.86 and 1.89) the sum gives \(S_{zz}\approx-1.0\) and \(-1.1\), hence \(V_{zz}\) between \(-1\times10^{20}\) and \(-2\times10^{20}\ \mathrm{V/m^2}\) for \(Z=2\). The gradients reported for these metals are positive and more than ten times larger.

The numerical check printed below reproduces the main values used here.

## Numbers as computed

```
ideal c/a = 1.632993; ion density n = 1.414214 a^-3
alpha = 1.5/a: real part +0.00393845, reciprocal part +0.00282287, S_zz = 0.00676132
alpha = 2.0/a: real part +0.00026145, reciprocal part +0.00649987, S_zz = 0.00676132
alpha = 2.5/a: real part +0.00000207, reciprocal part +0.00675925, S_zz = 0.00676132
fcc control: |S_zz| below 1e-10 is True
in-plane sum of 1/r^3 = 11.03417573 a^-3 (explicit sum with tail 11.03417)
other planes = -0.80675078; 8 pi n/3 = 11.84768784; S_zz by planes = 0.00676132
second-plane closed form = 0.00677931; with third planes = 0.00676118
Bare ion sums at ideal c/a, smooth cutoff (semi-axes in a):
  across 30, along 30: N_z = 0.333333, bare sum = +0.006761, shape term = -0.000000
  across 60, along 20: N_z = 0.635389, bare sum = -5.361229, shape term = -5.367990
  across 60, along 15: N_z = 0.703641, bare sum = -6.574182, shape term = -6.580943
  across 20, along 60: N_z = 0.108709, bare sum = +3.998672, shape term = +3.991910
disc limit = -11.840927; needle limit = +5.930605
sharp sphere, radius 8 to 10 a: largest error of S_zz = 0.08680
sharp sphere, radius 24 to 30 a: largest error of S_zz = 0.00929
shell at 1.00000 a: 12 ions, contribution 0.00000
shell at 1.41421 a: 6 ions, contribution 0.00000
shell at 1.63299 a: 2 ions, contribution 0.91856
shell at 1.73205 a: 18 ions, contribution -1.92450
dS_zz/d(c/a) at ideal = -4.428980 (finite difference -4.428980)
S_zz vanishes at c/a = 1.634520, above ideal by 0.001526
Example: Z = 2, a = 3.0 angstrom, e/(4 pi eps0 a^3) = 5.33320e+19 V/m^2
  c/a = 1.632993: S_zz = 0.006761 (linear estimate 0.006761), V_zz = 7.2119e+17 V/m^2
  c/a = 1.600000: S_zz = 0.152394 (linear estimate 0.152887), V_zz = 1.6255e+19 V/m^2
  ideal c/a, disc-shaped bare sum: V_zz = -1.2630e+21 V/m^2
  ideal c/a, needle-shaped bare sum: V_zz = 6.3258e+20 V/m^2
```
